# Do more deposition cycles carry an underdosed coating deeper into a hole?

## Question

I am coating narrow blind holes with alumina by atomic layer deposition from trimethylaluminium and water. The holes are 200 nm wide and 20 µm deep. My precursor pulse is too short: after 10 cycles the film covers the upper part of each hole and then fades out.

Can I leave the pulse as it is and run 100 cycles instead? Each cycle sends in more precursor, and the upper wall is already coated, so I would expect later cycles to reach further down. A microscope that can just detect half a nanometre of film might even show the edge moving. Is that real penetration?

## Answer

No. If the water pulse restores all reactive sites and the hole keeps its shape, cycle 100 starts from the same condition as cycle 1. It therefore deposits the same profile. The upper wall is coated, but it is not inert: water has made it reactive again, and it consumes precursor as it did before. The film thickens in proportion to the number of cycles while its relative profile stays put. The edge your microscope would show does move, for a reason derived below.

### The model

Let $x$ be the depth from the mouth, $d$ the hole diameter, $L$ its length, $n(x,t)$ the precursor density and $\theta(x,t)$ the fraction of sites occupied in the present cycle. I assume that:

- molecules collide with the walls, not with each other;
- they leave the wall in random directions following the cosine law;
- adsorption is irreversible, with probability $\beta(1-\theta)$ per wall collision;
- each molecule occupies one site of area $s$.

**Transport.** Take a flight leaving the wall. Let $a$ be its direction cosine along the hole axis and $b$ that along the inward normal. The cosine law gives the probability $b\,d\Omega/\pi$ for a solid angle $d\Omega$. Seen along the axis, the path is a chord of a circle. The projected direction has length $\sqrt{1-a^2}$ and makes an angle with the normal whose cosine is $b/\sqrt{1-a^2}$, so the chord is $d\,b/\sqrt{1-a^2}$. Dividing by $\sqrt{1-a^2}$ again gives the full flight length

$$\ell=\frac{d\,b}{1-a^2}.$$

Use the angle $\vartheta$ from the axis and the azimuth $\varphi$ from the normal: $a=\cos\vartheta$, $b=\sin\vartheta\cos\varphi$, $d\Omega=\sin\vartheta\,d\vartheta\,d\varphi$. Then

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\vartheta\,d\vartheta\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac d\pi\cdot2\cdot\frac\pi2=d.$$

The axial hop is $z=a\ell$, and its mean square is

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\vartheta\,d\vartheta\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

Fast molecules strike and leave the wall more often, so the speed distribution of departing molecules is the gas distribution weighted by $c/v$, where $c$ is the speed and $v$ its mean in the gas. Hence $\langle1/c\rangle=1/v$, and the mean flight time is $d/v$. In a time $T$ there are $Tv/d$ independent hops with zero mean. Their total mean square displacement is $(Tv/d)(2d^2/3)$. Setting this equal to $2DT$ gives the diffusion coefficient

$$D=\frac{dv}{3}.$$

**Adsorption.** The collision rate per wall area is $nv/4$; half of the molecules move towards the wall, and the mean cosine of their angle $\alpha$ to the normal is $\int_0^{\pi/2}\cos\alpha\sin\alpha\,d\alpha=\frac12$, which together give the factor $1/4$. A cylindrical slice has wall area $4/d$ per unit volume. The balances for gas and surface are therefore

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac{\beta v}{d}n(1-\theta),\qquad
\frac{\partial\theta}{\partial t}=\frac{s\beta v}{4}n(1-\theta).$$

### One pulse reduced to one equation

Define the accumulated reaction exposure

$$u(x)=\frac{s\beta v}{4}\int n(x,t)\,dt .$$

Dividing the surface equation by $1-\theta$ and integrating from $\theta=0$ gives $-\ln(1-\theta)=u$, so

$$\theta=1-e^{-u}.$$

The surface equation also shows that the loss term in the gas balance equals $(4/ds)\,\partial\theta/\partial t$. Integrate the gas balance over the pulse. The left side becomes the gas stored in the hole, which I neglect: filled to the mouth density $n_0$, the hole holds $n_0ds/4=2.8\times10^{-5}$ molecules per wall site in your case. What remains is

$$D\frac{d^2}{dx^2}\int n\,dt=\frac{4\theta}{ds}.$$

Multiplying by $s\beta v/4$ and dividing by $D=dv/3$ gives

$$u''=\frac{3\beta}{d^2}\theta=\frac{1-e^{-u}}{\lambda^2},\qquad \lambda=\frac{d}{\sqrt{3\beta}}.$$

For a constant mouth density during a pulse of duration $t$, the boundary conditions are

$$u(0)=U=\frac{s\beta vn_0t}{4},\qquad u'(L)=0.$$

The second says that no molecules pass through the bottom. The uptake of the bottom disc is neglected, since its area equals that of a wall strip only $d/4$ long.

These conditions fix one profile. Suppose there were two solutions with difference $w=u_1-u_2$. Then $w(0)=w'(L)=0$, and integration by parts gives

$$-\int_0^L w'^2dx=\int_0^L ww''dx=\frac1{\lambda^2}\int_0^L w\,(e^{-u_2}-e^{-u_1})\,dx.$$

The left side cannot be positive. The right side cannot be negative, because $e^{-u_2}-e^{-u_1}$ has the sign of $w$. Both vanish, so $w'=0$ and, with $w(0)=0$, $w=0$.

Neither the cycle number nor the thickness of old film appears in this problem. With $g$ the growth per cycle on a saturated surface, the film after $N$ cycles is

$$h_N(x)=Ng\,\theta(x),\qquad \frac{h_N(x)}{h_N(0)}=\frac{\theta(x)}{\theta(0)}.$$

The second ratio contains no $N$.

### How deep the profile goes

Multiply the equation for $u$ by $u'$. Both sides are derivatives:

$$\left(\frac{u'^2}{2}\right)'=\frac1{\lambda^2}\left(u+e^{-u}\right)'.$$

If the front stops well above the bottom, $u$ and $u'$ both tend to zero far down. This fixes the integration constant, and since $u$ decreases with depth,

$$u'=-\frac1\lambda\sqrt{2(u-1+e^{-u})}.$$

The covered length, meaning the length of fully covered wall with the same uptake, is

$$X=\int\theta\,dx=\lambda^2\int u''\,dx=-\lambda^2u'(0)=\lambda\sqrt{2(U-1+e^{-U})}.$$

For $U\gg1$ this becomes

$$X\simeq\lambda\sqrt{2U}=\frac{d}{\sqrt{3\beta}}\sqrt{\frac{s\beta vn_0t}{2}}=d\sqrt{\frac{svn_0t}{6}}.$$

The sticking probability cancels: in this limit the depth is set by how fast molecules can be supplied to unfilled sites. Sticking still sets the width of the edge through $\lambda$.

For your process I use rough typical values: 500 K, 0.1 Torr, $t=0.1$ s, $\beta=0.01$, 3.5 sites per nm² and $g=0.1$ nm. For a molecular mass of 72 u, $v=383$ m/s, and $n_0=1.931\times10^{21}$ m⁻³. Then

$$\lambda=\frac{200\ \text{nm}}{\sqrt{0.03}}=1.155\ \mu\text{m},\qquad U\approx52.9,$$

$$X=1.155\ \mu\text{m}\times\sqrt{2\times51.9}\approx11.8\ \mu\text{m}.$$

The depth of half coverage follows by integrating $dx=du/u'$ from the mouth to $u=\ln2$:

$$x_{1/2}=\lambda\int_{\ln2}^{U}\frac{du}{\sqrt{2(u-1+e^{-u})}}=11.58\ \mu\text{m}.$$

Stepping the original gas and surface equations in time also gives 11.58 µm.

After 10 cycles the mouth carries 1.00 nm, and after 100 cycles 10.00 nm. The half-thickness depth is 11.58 µm in both cases. As a test of the reset itself, three cycles were stepped in time with a finite water pulse of 0.5 s, carrying the surface state from each pulse to the next. With a water sticking probability of 0.01, the profiles of the first and third cycles showed no difference in the numerical output. Water may stick much less readily than that: the same pulse still resets the surface to within 1% at $10^{-4}$, but no longer at $3\times10^{-5}$.

### Why the visible edge can still move

In the diffusion model $u$ is small far into the tail, so $1-e^{-u}\simeq u$ and $u''\simeq u/\lambda^2$. The solution that decays with depth is $u\propto e^{-x/\lambda}$, and there $\theta\simeq u$. A detector with threshold $h_*$ sees the edge where $\theta=h_*/(Ng)$. Going from $N_1$ to $N_2$ cycles multiplies the required coverage by $N_1/N_2$, so in the tail the apparent edge advances by

$$\Delta x\simeq\lambda\ln\frac{N_2}{N_1}.$$

For ten times as many cycles this is $1.155\times2.303\approx2.7$ µm. The computed contour at 0.499 nm, essentially your half nanometre, moves from 11.58 to 14.71 µm, or 3.1 µm. The shift is larger than the tail estimate because the contour starts at half coverage, outside the tail. Since $\theta'=e^{-u}u'$, the relative slope of the coverage is $|\theta'|/\theta=|u'|/(e^u-1)$. There $u-1+e^{-u}<u^2/2$, so $|u'|<u/\lambda$, and also $e^u-1>u$. Both make the relative slope smaller than the tail value $1/\lambda$, so the coverage falls more gently than the tail law.

This is thickening of a faint tail that was present from the first cycle. At the bottom, the diffusion model gives an average of only about 0.01 nm after 100 cycles. The cosine law also allows rare long flights, which diffusion ignores. They carry some molecules beyond the exponential tail, many of them straight onto the bottom. Solving the exact wall-to-wall flight balance, with a bottom that re-emits by the cosine law, raises this figure more than tenfold, to about 0.13–0.14 nm. That is little more than the 0.1 nm one saturated cycle would add, still below the half-nanometre threshold, and it too grows in proportion to the number of cycles.

### When repeated pulses do go deeper

Your intuition fits a different sequence: several precursor pulses with no water between them. The occupied sites then stay occupied, and new molecules pass them without being consumed. Integrating the surface equation over all the pulses gives $-\ln(1-\theta)=u_{\text{total}}$, so the exposures add. Two pulses replace $U$ by $2U$:

$$\frac{X_2}{X_1}\simeq\sqrt{\frac{2U-1}{U-1}}=\sqrt{\frac{104.8}{51.9}}\approx1.42.$$

Time stepping gives a covered length of 16.72 µm for two such pulses, against 11.76 µm from the formula for one. The gain is in depth; the two pulses together still make at most one layer.

I also tested this gain in depth by following individual molecules from wall to wall, without assuming diffusion. For a fair comparison the diffusion result needs the resistance of the mouth. If $J$ is the net inward flux, the inward one-way flux at the mouth is $n(0)v/4+J/2$ in the diffusion approximation. Outside gas supplies $n_0v/4$. Equating them gives $J=(v/2)[n_0-n(0)]$, and with $J=-Dn'(0)$,

$$n_0-n(0)=-\frac{2d}{3}n'(0).$$

The mouth thus acts like an extra $2d/3$ of hole. With it, diffusion predicts 11.63 µm for one pulse and 16.58 µm for two without water. The molecular simulation, which treats the bottom as a mirror, gives 11.59 and 16.48 µm with a counting noise of about 1%. The noise-free solution of the same flight model gives about 11.5 and 16.4 µm, so long flights lower the diffusion result by about 1% and leave the gain in depth essentially unchanged.

### What to change

Increase the exposure per cycle, either by a longer pulse or by a higher precursor pressure at the mouth. The sharp-front law $X\propto\sqrt t$, with all else fixed, gives a quick estimate. Its depth for your pulse is 11.88 µm, so reaching 20 µm takes

$$t\approx0.1\ \text{s}\times\left(\frac{20}{11.88}\right)^2=0.283\ \text{s}.$$

For a definite bottom coverage, use the closed-end condition. With $u(L)=u_L$ and $u'(L)=0$, the same first integral becomes

$$\frac{u'^2}{2}=\frac{u+e^{-u}-u_L-e^{-u_L}}{\lambda^2},$$

and integrating $dx=du/u'$ along the whole hole gives

$$L=\lambda\int_{u_L}^{U}\frac{du}{\sqrt{2(u+e^{-u}-u_L-e^{-u_L})}}.$$

For 95% coverage at the bottom, $u_L=-\ln0.05\approx3.00$. Solving for $U$ and converting it to time gives 0.287 s. Time stepping with that pulse returns a bottom coverage of 0.950. Both calculations use diffusion and leave out the mouth resistance. Mouth resistance and long flights together mean that about 3% more time is needed; with them included, 0.287 s gives a bottom coverage of only about 0.8. Bottom coverage changes steeply with pulse length here, so a real process needs a margin. So, for the values assumed here, roughly tripling the precursor pulse achieves what ten times as many cycles cannot, provided that the water pulse also regenerates the whole depth.

### When cycles stop repeating

**Starved water.** Suppose the water pulse lasts only 0.03 s, with water also at 0.1 Torr, a sticking probability of 0.01 and one molecule regenerating one site. Water is four times lighter than the precursor, so it moves twice as fast. Its sharp-front depth is $11.88\sqrt{2\times0.3}\approx9.2$ µm, short of the precursor's reach. Sites between the two fronts stay blocked, and the next precursor pulse passes them without loss. The half-coverage edge of precursor-occupied sites moves from 11.58 µm after the first pulse to 13.78 µm after the second.

Here later cycles really do reach deeper, but the benefit is small. After 100 cycles the diffusion model gives 0.101 nm at the bottom, about one layer, because sites there are hardly regenerated. The half-thickness depth of the film is 8.89 µm, shallower than with enough water.

**A narrowing hole.** The film takes space. After 100 cycles the mouth is 180 nm wide. For a uniform hole with the same pulse, $U$ is unchanged and $\lambda\propto d$, so every depth in the long-hole solution scales with $d$. A 10% reduction would bring the half-coverage depth to $0.9\times11.58\approx10.4$ µm. The calculation with the actual tapered hole gives 10.35 µm for cycle 100 alone and 10.96 µm for the half-thickness depth of the whole film. Narrowing therefore makes later cycles shallower, and here it moves the film's half-thickness depth by about 5%.

### How far to trust the numbers for a real process

The growth per cycle, site density and temperature are ordinary rough values for this alumina process, and a hole 100 times deeper than wide is a demanding but realistic target. The assumption of a fixed hole is broken by any growing film, with the 5% effect just found. Gas collisions are unimportant inside the hole: for molecules of roughly 0.6 nm diameter the mean free path is 0.32 mm. The sticking probability is less certain, but the long-hole formula gives a covered length of 10.70 µm for $\beta=0.001$ and 11.87 µm for $\beta=0.1$, so this depth depends on it weakly in this range. A smaller $\beta$ does widen the edge, however. For $\beta=0.001$ the diffusion model needs 0.335 s instead of 0.287 s for 95% coverage at the bottom. With your present pulse its tail already covers 10% of the bottom sites in each cycle, so 100 cycles would leave about 1 nm there, visible to your microscope but still only a tenth of the mouth thickness.

The pressure at the hole mouth matters more. A real pulse rises and falls, and the time-integrated equation then uses $\int n(0,t)\,dt$ in place of $n_0t$. If that exposure is half the assumed value, the sharp-front depth falls by $\sqrt2$, from 11.88 to 8.4 µm. This changes where the coating ends, but if the pulse is reproducible it still ends there in every cycle.

The model leaves out delayed nucleation on the original surface, desorption, by-products that occupy sites, and precursor left behind by an incomplete purge. Delayed nucleation can make the first cycles differ from later ones. Leftover precursor can react with water in the gas or on the wall and add growth that is not self-limiting. I have not sized these effects, so a measured profile that changes shape with cycle number is a reason to check them, along with the water dose and the narrowing.

## Table of computed values

```
Hole diameter: 200 nm
Hole depth: 20 um
Temperature: 500 K
Pressure: 0.1 Torr
Precursor pulse: 0.1 s
Precursor mass: 72 u
Sticking probability: 0.01 (none)
Site density: 3.5 per nm2
Saturated growth per cycle: 0.1 nm
Mean precursor speed: 383 m/s
Gas density at mouth: 1.931e+21 per m3
Mean flight / diameter: 1.0000 (none)
Mean square hop / diameter squared: 0.6667 (none)
Mouth exposure U: 52.9 (none)
Tail length lambda: 1.155 um
Tail length from time stepping: 1.164 um
Sharp-front depth: 11.88 um
Covered length, formula: 11.76 um
Half-coverage depth, quadrature: 11.58 um
Half-coverage depth, time stepping: 11.58 um
Largest coverage change, cycle 1 to 3: 0.0e+00 (none)
Mouth film, 10 cycles: 1.00 nm
Mouth film, 100 cycles: 10.00 nm
Half-thickness depth, 10 cycles: 11.58 um
Half-thickness depth, 100 cycles: 11.58 um
Bottom film, 100 cycles: 0.0106 nm
0.5 nm contour (level 0.499), 10 cycles: 11.58 um
0.5 nm contour (level 0.499), 100 cycles: 14.71 um
Covered length, 2 pulses without water: 16.72 um
Pulse for 95% bottom coverage: 0.287 s
Bottom coverage at that pulse, time stepping: 0.950 (none)
Full water pulse: 0.5 s
Starved water pulse: 0.03 s
Starved: precursor reach, pulse 1: 11.58 um
Starved: precursor reach, pulse 2: 13.78 um
Starved: half-thickness depth, 100 cycles: 8.89 um
Starved: bottom film, 100 cycles: 0.101 nm
Narrowed mouth after 100 cycles: 180.0 nm
Narrowing: half-depth of cycle 100 alone: 10.35 um
Narrowing: half-thickness depth, 100 cycles: 10.96 um
Covered length with mouth resistance: 11.63 um
Covered length, molecule simulation: 11.59 um
Two pulses no water, mouth resistance: 16.58 um
Two pulses no water, molecule simulation: 16.48 um
Stored gas / wall sites: 2.8e-05 (none)
Mean free path (0.6 nm molecules): 0.32 mm
Covered length, sticking 0.001: 10.70 um
Covered length, sticking 0.1: 11.87 um
```
